# Separating thermal conductivity from contact resistance with two suspended beams

**Question**

I have two suspended beams cut from the same film. They have the same width (0.50 µm), the same thickness (0.10 µm) and the same clamped ends, but free lengths of 5.0 µm and 15.0 µm. The thermal resistances measured between the two supports are 3.50 K/µW and 8.50 K/µW.

If I compute \(k=L/(RA)\) for each beam, with \(A\) the cross-section, I get 28.57 W/(m K) from the short one and 35.29 W/(m K) from the long one. I suspect the contacts, but I have no separate measurement of them.

Each resistance has a total standard uncertainty of 2 %. Part of that, 1 %, is a calibration gain error common to both beams, because the same thermometers were used. The area, also common, is known to 3 %.

How do I get the conductivity and the contact resistance, each with an honest uncertainty? Does the common calibration error cancel? And what could make the answer wrong without my noticing?

**Answer**

**Why the contacts can be separated**

Take steady, one-dimensional diffusive conduction, with \(k\) constant over the small temperature difference and no heat lost from the sides of the free span. The same heat flow \(Q\) then crosses every section, and Fourier's law gives a temperature drop \(QL/(kA)\) along the span. Adding the drops at the two ends and dividing by \(Q\),

\[
R_i = sL_i + R_c,\qquad s=\frac{1}{kA},\qquad i=1,2 .
\]

Here \(R_c\) is the sum of both contacts of one beam. The separation needs \(R_c\) to be independent of the free length, which deserves a look, because heat crosses each interface over a distance and also flows along the clamped part of the beam.

Let the clamped part have length \(L_c\) and lie on an isothermal support at temperature \(T_s\), with interface conductance \(h\) per area over the full width \(w\). At the hot end, measure \(y\) from the outer tip towards the free span and put \(\theta=T_s-T\). The heat flow towards the span is \(q=-kA\,dT/dy=kA\,d\theta/dy\). It grows by what the support supplies, \(dq/dy=hw\theta\), so

\[
\frac{d^2\theta}{dy^2}=\frac{\theta}{\ell^2},\qquad \ell=\sqrt{\frac{kA}{hw}} .
\]

No heat enters through the tip, so \(\theta=\theta_0\cosh(y/\ell)\). The resistance of this end is the drop at \(y=L_c\) divided by the flow there:

\[
\frac{\theta_0\cosh(L_c/\ell)}{(kA/\ell)\,\theta_0\sinh(L_c/\ell)}=\frac{\ell}{kA}\coth\frac{L_c}{\ell}.
\]

The cold end gives the same with the signs of \(\theta\) and \(q\) reversed, hence

\[
R_c=\frac{2\ell}{kA}\coth\frac{L_c}{\ell}.
\]

For \(L_c\ll\ell\) this becomes \(2/(hwL_c)\), the resistance of two uniformly used interfaces. For \(L_c\gg\ell\) it becomes \(2/\sqrt{kAhw}\), and a longer clamp no longer helps. In general \(R_c\) depends on \(k\), but the free length does not appear, and that is what the method needs.

For scale, take \(k=40\) W/(m K), your cross-section, \(L_c=2\) µm and \(h=4\) MW/(m² K). Then \(\ell=1\) µm and \(R_c\approx1.04\) K/µW. These are model values, not properties deduced from your data.

**The two values**

Write \(D=L_2-L_1\) and \(\Delta R=R_2-R_1\). Subtracting the two resistance equations removes \(R_c\) and gives \(s=\Delta R/D\). Therefore

\[
k=\frac{1}{sA}=\frac{D}{A\,\Delta R}.
\]

Putting \(s\) back into the equation for the short beam,

\[
R_c=R_1-\frac{L_1(R_2-R_1)}{D}
=\frac{(L_2-L_1)R_1-L_1R_2+L_1R_1}{D}
=\frac{L_2R_1-L_1R_2}{D}.
\]

With lengths in µm, areas in µm² and resistances in K/µW, \(k\) comes out directly in W/(m K):

\[
k=\frac{10.0}{0.050\times5.00}=40.0\ \text{W/(m K)},
\]
\[
R_c=\frac{15.0\times3.50-5.0\times8.50}{10.0}=1.00\ \text{K/µW}.
\]

This also accounts for your two single-beam values. Ignoring the contacts gives

\[
\frac{L_i}{R_iA}=\frac{L_i}{(sL_i+R_c)A}=\frac{k}{1+R_c/(sL_i)} .
\]

With \(s=0.500\) K/(µW µm), the span resistances are 2.5 and 7.5 K/µW. The denominators are 1.40 and 1.13, which reproduce 28.57 and 35.29 W/(m K). The long beam is less affected because its contacts are a smaller share of the total.

**Propagating the uncertainties**

Let \(e_1,e_2\) be the errors of \(R_1,R_2\), with zero mean, variances \(u_1^2,u_2^2\) and covariance \(c_{12}\). Treat the lengths as exact for now. A length error acts like a resistance error \(s\) times as large: independent errors of 0.1 µm in each length would add, in quadrature, 0.57 W/(m K) to \(u_k\) and 0.079 K/µW to \(u_{R_c}\). A common error, such as 0.2 µm of extra free length from undercut, leaves \(k\) unchanged and inflates \(R_c\) by 0.10 K/µW. The errors of slope and intercept are

\[
\delta s=\frac{e_2-e_1}{D},\qquad
\delta R_c=\frac{L_2e_1-L_1e_2}{D}.
\]

Squaring and averaging gives

\[
u_s^2=\frac{u_1^2+u_2^2-2c_{12}}{D^2},
\]
\[
u_{R_c}^2=\frac{L_2^2u_1^2+L_1^2u_2^2-2L_1L_2c_{12}}{D^2}.
\]

The average of their product is

\[
\begin{aligned}
\operatorname{cov}(s,R_c)
&=\frac{L_2c_{12}-L_1u_2^2-L_2u_1^2+L_1c_{12}}{D^2}\\
&=-\frac{L_2u_1^2+L_1u_2^2-(L_1+L_2)c_{12}}{D^2}.
\end{aligned}
\]

Since \(k=1/(sA)\), to first order \(\delta k/k=-\delta s/s-\delta A/A\). Let \(a\) be the relative standard uncertainty of the area, independent of the resistance errors. With \(sD=\Delta R\),

\[
\left(\frac{u_k}{k}\right)^2=\frac{u_1^2+u_2^2-2c_{12}}{\Delta R^2}+a^2 .
\]

The area does not enter \(R_c\), so the covariance of the two results comes from the slope alone:

\[
\operatorname{cov}(k,R_c)=-\frac{k}{s}\operatorname{cov}(s,R_c)
=\frac{k\,[L_2u_1^2+L_1u_2^2-(L_1+L_2)c_{12}]}{D\,\Delta R}.
\]

**Does the common gain error cancel?**

No. Write the errors as \(e_i=R_i(g+\epsilon_i)\), where \(g\) is common and \(\epsilon_1,\epsilon_2\) are independent of it and of each other. Then \(c_{12}=u_g^2R_1R_2\). The part of \(e_2-e_1\) caused by \(g\) is \(g\,\Delta R\), and the part of \(\delta R_c\) caused by it is

\[
\frac{g(L_2R_1-L_1R_2)}{D}=gR_c .
\]

A 1 % gain uncertainty therefore contributes 1 % to \(k\) and 1 % to \(R_c\). What does cancel in \(k\) is a common additive offset \(b\): it leaves \(\Delta R\) unchanged and moves \(R_c\) by \((L_2-L_1)b/D=b\).

The covariance must still be included, because your 2 % is a total that already contains the common part. Treating it as wholly independent would exaggerate the error of the difference.

**Your numbers**

The standard uncertainties are \(u_1=0.070\) and \(u_2=0.170\) K/µW. The covariance is \(c_{12}=0.01^2\times3.50\times8.50=0.002975\) (K/µW)², a correlation of 0.25. The uncertainty of the difference is

\[
u_{\Delta R}=\sqrt{0.070^2+0.170^2-2\times0.002975}=0.167\ \text{K/µW},
\]

or 3.34 % of 5.00 K/µW. Including the area,

\[
\frac{u_k}{k}=\sqrt{(3.34\,\%)^2+(3\,\%)^2}=4.49\,\%,\qquad u_k=1.8\ \text{W/(m K)}.
\]

For the contacts,

\[
\begin{aligned}
u_{R_c}&=\frac{\sqrt{15^2(0.070)^2+5^2(0.170)^2-2(5)(15)(0.002975)}}{10}\\
&=0.117\ \text{K/µW}.
\end{aligned}
\]

The result is \(k=40.0\pm1.8\) W/(m K) and \(R_c=1.00\pm0.12\) K/µW, that is, \((1.00\pm0.12)\times10^6\) K/W. These are standard uncertainties. The covariance is 0.1268 in the product of the two units, which gives a correlation of 0.60. If the measured slope is too steep, \(k\) comes out too low, and here the intercept tends to come out too low as well.

The two beams play different roles. For \(k\), the terms \(u_1/\Delta R\) and \(u_2/\Delta R\) are 1.4 % and 3.4 %, so the long beam dominates the resistance part. For \(R_c\), the terms \(L_2u_1/D\) and \(L_1u_2/D\) are 0.105 and 0.085 K/µW, so the short beam matters more. Setting \(c_{12}=0\) at the same total uncertainties would raise \(u_k\) to 1.90 W/(m K) and \(u_{R_c}\) to 0.135 K/µW.

**What the choice of lengths does**

Suppose the resistance errors are independent, with equal relative size \(r\). The resistance part of \(u_k/k\) is then \(r\sqrt{R_1^2+R_2^2}/(R_2-R_1)\). It diverges as the lengths approach each other and falls towards \(r\) when \(R_2\gg R_1\).

For the contacts, let \(L_2\to\infty\) at fixed \(L_1\). Then \(L_2u_1/D\to rR_1\), while \(L_1u_2/D\to rsL_1\), because \(R_2/D\to s\). Hence

\[
u_{R_c}\to r\sqrt{R_1^2+(sL_1)^2}.
\]

Making the long beam longer cannot remove this floor. Shortening the short beam lowers it towards \(rR_c\), as long as the diffusive model with unchanged contacts still holds.

**An interval for \(k\), and a third beam**

The first-order formula gives a symmetric uncertainty, but \(k\) is the reciprocal of a measured difference. For Gaussian resistance errors with known \(u_{\Delta R}\), the 95 % interval for the difference is \(\Delta R\pm1.96\,u_{\Delta R}\), or 4.67 to 5.33 K/µW. At fixed area, \(k=D/(A\Delta R)\) decreases steadily with \(\Delta R\), so the end points can be converted directly. They give 37.5 to 42.8 W/(m K), with the longer arm upwards. The area uncertainty is not in this interval. If the lower end for \(\Delta R\) reached zero, the data would set no finite upper limit on \(k\).

Keep the covariance if you use the results to predict another beam. For a free length \(L_3\) with the same cross-section and contacts, \(R_3=sL_3+R_c\) and

\[
u_{R_3}^2=L_3^2u_s^2+2L_3\operatorname{cov}(s,R_c)+u_{R_c}^2 .
\]

The area uncertainty is absent because the prediction uses \(s\), not \(k\) and \(A\) separately. At \(L_3=10.0\) µm, \(R_3=6.00\) K/µW. With \(u_s=0.01669\) K/(µW µm) and \(\operatorname{cov}(s,R_c)=-0.001585\) (K/µW)²/µm, the uncertainty is 0.100 K/µW. Dropping the covariance would give 0.204 K/µW, about twice as much. The sign is not universal: if the common gain were the only error, \(\delta s=gs\) and \(\delta R_c=gR_c\) would make the covariance positive.

**What could be wrong without showing**

Two measurements determine two unknowns, so nothing is left over to test the model, including the opening assumption that the sides lose no heat. If the span loses a heat flow \(\gamma\) per length and per kelvin to its surroundings, that assumption needs \(\gamma L^2/(kA)\ll1\). Take a 2 µm gap of still air between the beam and a cold substrate, with an air conductivity of 0.026 W/(m K). The parallel-plate value \(0.026\times0.50/2=0.0065\) W/(m K) is only a lower bound, and it already makes the ratio about 0.7 for your long beam. The beam is much narrower than the gap, so heat leaves all its faces and spreads sideways. Treating the section as a cylinder of equivalent radius about 0.17 µm, centred 2.05 µm above the plane, gives \(\gamma\approx2\pi\times0.026/\ln(2\times2.05/0.17)\approx0.05\) W/(m K), somewhat less once the temperature jump at the gas–solid surface is included. The ratio is then about 5, far too large to neglect. Measuring in vacuum removes this path.

Two further failures deserve attention.

The first is unequal contacts. Let the long beam's contacts exceed the short beam's by \(\delta\). The measured difference becomes \(sD+\delta\), and the formulas return

\[
k_{\rm app}=\frac{k}{1+\delta/(sD)},\qquad
R_{c,\rm app}=R_c-\frac{L_1\delta}{D}.
\]

If the true values were 40.0 W/(m K) and 1.00 K/µW, a mismatch of 0.10 K/µW would give 39.2 W/(m K) and 0.95 K/µW. A contact difference of 10 % thus costs 2 % in \(k\), because \(\delta\) is compared with the 5.00 K/µW difference between the spans. If contacts instead scatter independently from device to device with standard deviation \(\sigma\), add \(\sigma^2\) to both \(u_1^2\) and \(u_2^2\). \(R_c\) then means the mean contact resistance of the whole population of such devices, not the mean of these two.

The second is the meaning of the intercept: it collects every series resistance that does not depend on length, and that can include a ballistic one. Suppose the span ends abruptly at two ideal reservoirs, which send in equilibrium carriers and absorb all that arrive. Take a grey model, in which all heat carriers share one backscattering length \(\lambda\). Let \(p\) and \(m\) be the forward and backward fluxes, scaled to an incoming flux of 1. Scattering exchanges them according to

\[
\frac{dp}{dx}=\frac{dm}{dx}=-\frac{p-m}{\lambda}.
\]

The net flux \(j=p-m\) is therefore constant, and \(p(x)=1-jx/\lambda\). No backward flux enters at the far end, so \(m(L)=0\) and \(p(L)=j\). This gives \(j=1-jL/\lambda\), or a transmission \(j=\lambda/(L+\lambda)\).

If \(G_b\) is the conductance at full transmission, the span resistance is \(1/(G_bj)=(L+\lambda)/(G_b\lambda)\). Its slope must be the diffusive \(1/(kA)\), so \(G_b\lambda=kA\) and

\[
R_{\rm span}=\frac{L}{kA}+\frac{\lambda}{kA}.
\]

In this model, with any other contact resistance added in series behind the reservoirs, the slope still gives the diffusive \(k\), but the intercept gains \(\lambda/(kA)\). For an assumed \(\lambda=0.20\) µm this is \(0.20/(40.0\times0.050)=0.10\) K/µW, which would be a tenth of your intercept. Two lengths cannot tell such a part from the interfaces. The exact slope is a property of the grey model. If carriers with different \(\lambda\) conduct in parallel and some have \(\lambda\) comparable to the free lengths, the slope is biased too: with contributions to \(k\) spread evenly in \(\ln\lambda\) from 0.05 to 20 µm, the same model returns 37.6 instead of 40.0 W/(m K) and adds 0.75 K/µW to the intercept.

The term belongs to the abrupt reservoirs, so do not add it to the clamp model above when \(\lambda\ll\ell\). There the same film continues over the support, and carriers keep scattering beyond the edge of the span much as they do within it. The edge itself then adds almost no resistance.

A third free length would let you test whether the resistances lie on a straight line. At your uncertainties it is a weak test. With a third beam at 10 µm, a mismatch \(\delta\) on the long beam shifts the departure from the line by \(\delta/2\), while that departure has a standard uncertainty of 0.13 K/µW. The 0.10 K/µW mismatch above would pass unseen, and even 0.5 K/µW would be caught only about half the time. It would not expose the ballistic term of the grey model at all, which keeps the line straight.
